# Choosing the singular-value threshold when separating photodiode dark currents

A reverse-biased germanium photodiode passes a current in the dark. Some of it comes from carriers diffusing out of the contacts, some from traps in the depleted layer, and some may leak along a path that hardly depends on temperature. One reading gives only the sum. Readings at several temperatures can separate the parts, provided that their temperature dependences differ by more than the noise.

A fitting routine returns three numbers whether or not this condition holds. The setting that can reveal the difference is a threshold on singular values. Electronic-structure programs offer a close relative: the linear-dependence threshold, which discards combinations of basis functions whose overlap eigenvalue is too small. Here the three temperature curves play the part of the basis functions. The questions are what number the threshold should be, and whether a direction below it should be discarded.

## The three curves

Take a fixed reverse bias much larger than $kT/q$, where $q$ is the elementary charge. In the depleted layer free carriers are swept away, so traps emit but do not capture. Let the trap density be $N_t$, the capture coefficients $c_n,c_p$, the intrinsic density $n_i$, and the trap level $\delta kT$ above the intrinsic level. The emission rates are $e_n=c_nn_ie^{\delta}$ for electrons and $e_p=c_pn_ie^{-\delta}$ for holes. In the steady state the filled fraction $f$ obeys $e_nf=e_p(1-f)$, so $f=e_p/(e_n+e_p)$. The generation rate per volume is

$$G=N_te_nf=\frac{N_tc_nc_pn_i}{c_ne^{\delta}+c_pe^{-\delta}}=\frac{n_i}{\tau_pe^{\delta}+\tau_ne^{-\delta}},\qquad \tau_{n,p}=\frac1{c_{n,p}N_t}.$$

For a trap at the intrinsic level, which lies close to midgap, $\delta=0$. With fixed lifetimes and a fixed generating width, this current is proportional to $n_i$.

In a p-type contact of doping $N$ and thickness $d$, the equilibrium electron density is $n_i^2/N$, if the narrowing of the gap by doping is neglected. Reverse bias pulls it to nearly zero at the depletion edge, while the metal holds it at equilibrium on the far side. If $d$ is much shorter than the diffusion length, recombination is negligible and the profile is a straight line. The current density is then $qDn_i^2/(Nd)$, proportional to $n_i^2$ if the diffusivity $D$ is constant.

With $n_i^2\propto T^3e^{-E_g(T)/kT}$ and $T_0=300$ K, define

$$z(T)=\frac{n_i(T)}{n_i(T_0)}=\left(\frac{T}{T_0}\right)^{3/2}\exp\left[-\frac{E_g(T)}{2kT}+\frac{E_g(T_0)}{2kT_0}\right].$$

The model is therefore a quadratic in $z$,

$$I(T)=a_0+a_gz+a_dz^2,\qquad a_0,a_g,a_d\ge0,$$

where the coefficients are the leakage, generation and diffusion currents at 300 K. The gap $E_g(T)$ is taken as known; the numbers below use $E_g=0.742-4.8\times10^{-4}T^2/(T+235)$ eV. Another common parameter set for germanium (0.7437 eV and $4.774\times10^{-4}$ eV/K) moves $z$ at 230 and 380 K by up to 1% and the singular values of the 230–380 K window by less than 0.5%.

## The weighted non-negative fit

Let reading $I_i$ have an independent Gaussian error of standard deviation $\sigma_i$. Dividing each equation by $\sigma_i$ gives all errors unit variance. With $b_i=I_i/\sigma_i$ and $A_{ij}=z_i^{\,j}/\sigma_i$ for $j=0,1,2$, the likelihood is largest where $\chi^2=|Aa-b|^2$ is smallest.

Let $w=A^T(b-Aa)$, so that the gradient of $\chi^2$ is $-2w$. At a constrained minimum a positive coefficient can move both ways, which requires $w_j=0$. A zero coefficient can only grow, which requires $w_j\le0$. These conditions are also sufficient. For any other allowed $a'$,

$$\chi^2(a')=\chi^2(a)-2w^T(a'-a)+|A(a'-a)|^2,$$

and $w^T(a'-a)$ contains only terms $w_ja'_j\le0$ from the zero coefficients, so $\chi^2(a')\ge\chi^2(a)$.

Since $w_j=0$ on the positive coefficients, the answer is an ordinary least-squares fit using those columns alone. This gives a complete algorithm for three components: fit each of the eight subsets, the empty one included, reject fits with a negative coefficient, and keep the smallest $\chi^2$.

If $\sigma_i$ depends on the current, compute it from the fitted current and repeat until the fit settles. Computing it from the raw reading would give extra weight to readings that happen to be low.

## Full rank is a weak requirement

Suppose $Av=0$. Then $v_0+v_1z+v_2z^2$ vanishes at every measured $z$. A nonzero quadratic has at most two roots, so three distinct temperatures force $v=0$ and make the fit unique. (For a gap that falls with temperature, $z$ rises steadily, so distinct temperatures give distinct $z$.) With two temperatures, the polynomial $(z-z_1)(z-z_2)$ supplies a nonzero $v$ with signs $+,-,+$.

With noise, the danger is a polynomial that is merely small at all the readings. It adds leakage and diffusion, removes generation, and leaves the measured current almost unchanged.

## What the threshold should be

A singular value depends on the units of the columns, so it needs a scale before it can be judged. Choose $c_j$, the largest acceptable standard deviation of $a_j$, and set $x_j=a_j/c_j$. The scaled matrix is

$$M=A\,\mathrm{diag}(c)=USV^T .$$

For data $b=Mx+\varepsilon$ with unit-variance noise, the unconstrained fit is $\hat x=VS^{-1}U^Tb=x+VS^{-1}U^T\varepsilon$. Its covariance is $VS^{-2}V^T$. The combination $v_k\cdot\hat x$ thus has standard deviation $1/s_k$, and

$$\mathrm{sd}(a_j)=c_j\Big(\sum_kV_{jk}^2/s_k^2\Big)^{1/2}.$$

The natural threshold is $s=1$.

- If all $s_k\ge1$, the sum is at most $\sum_kV_{jk}^2=1$, and every accuracy goal is met.
- If $|V_{jk}|>s_k$ for some $k$, one term alone exceeds 1, and component $j$ misses its goal.
- In between, evaluate the full sum.

The overlap matrix of the scaled columns is $M^TM=VS^2V^T$. Its eigenvalues are $s_k^2$, so a threshold quoted for overlap eigenvalues is the square of one quoted for singular values.

A second number tells why a component fails. Let $r_j$ be the part of column $A_j$ orthogonal to the other columns. If $a_j$ is moved from its best value $\hat a_j$ and the others are readjusted freely, $\chi^2$ rises by $|r_j|^2(a_j-\hat a_j)^2$. Hence $\mathrm{sd}(a_j)=1/|r_j|$, or

$$\mathrm{sd}(a_j)=\frac{\sqrt{\mathrm{VIF}_j}}{|A_j|},\qquad \mathrm{VIF}_j=\frac{|A_j|^2}{|r_j|^2}.$$

The factor $1/|A_j|$ is the error if the other two currents were known. The root of the variance inflation factor (VIF) measures imitation by the other curves.

## Three temperature windows compared

The synthetic device has $a_0=0.05$, $a_g=10$ and $a_d=0.3$ nA, with goals $c=(0.02,\,1,\,0.1)$ nA. The error combines 1% of the current with 1 pA in quadrature. Each window holds 16 equally spaced temperatures.

**230–380 K.** At the cold end $z=0.00708$. Generation gives $10\times0.00708=0.071$ nA, diffusion is negligible, and leakage supplies 0.05 of the 0.121 nA. At the hot end $z=34.29$, and generation and diffusion give 343 and 353 nA. Each component is prominent somewhere. The singular values are 37.5, 21.9 and 13.6, all above 1, and the standard deviations are 0.0014, 0.039 and 0.0044 nA. One noisy data set gave 0.0510, 10.00 and 0.293 nA.

Weighting matters here. Without it, the 7 nA error at 380 K counts like the picoampere error at 230 K, and the standard deviation of the leakage rises from 0.0014 to 0.30 nA.

**320–380 K.** The singular values are 47.2, 15.3 and 0.036. The weakest direction is $(1.0000,-0.0053,0.0020)$, almost pure scaled leakage. Its first entry exceeds 0.036, so leakage is unresolved; its standard deviation is 0.56 nA. With a VIF of 9.8, the error would still be $0.56/\sqrt{9.8}=0.18$ nA if the other currents were known. The signal itself is too weak, and imitation makes matters about three times worse. Generation and diffusion meet their goals, with standard deviations of 0.16 and 0.007 nA.

**290–310 K.** The singular values are 38.8, 1.36 and 0.080, and the weakest direction is $(0.980,-0.041,0.194)$. Leakage and diffusion both have entries above 0.080 and are unresolved; generation, with standard deviation 0.52 nA, meets its goal. Multiplying the direction by $c$ gives $(0.0196,-0.041,0.0194)$ nA, close to the proportions $1:-2:1$. That is the polynomial $(z-1)^2$, which is small throughout a window around $z=1$. Diffusion has a standard deviation of 0.25 nA and a VIF of 117. Were the other currents known, its error would be $0.2545/\sqrt{117.1}=0.024$ nA, well within the goal. For diffusion, then, imitation is the cause. Leakage, with a VIF of 115, would have an error of 0.023 nA if the other currents were known, still slightly above its goal.

## How wide the window must be

Let $N$ readings with equal error $\sigma$ be spread uniformly in $z$ over $z_c\pm h$, and put $u=z-z_c$. Since $z^2=u^2+2z_cu+z_c^2$, removing everything that a constant and a linear term can imitate leaves the same remainder as for $u^2$. For many readings the mean of $u^2$ is $h^2/3$ and the mean of $u^3$ is zero, so the remainder is $u^2-h^2/3$. Its mean square is

$$\frac{h^4}{5}-\frac{h^4}{9}=\frac{4h^4}{45},$$

so that $|r_d|^2=4Nh^4/(45\sigma^2)$ and

$$\mathrm{sd}(a_d)\simeq\frac{\sigma}{h^2}\sqrt{\frac{45}{4N}} .$$

Halving the window quadruples the error, and recovering the loss by repetition takes 16 times as many readings. In a numerical test around $z=1$, halving a small window reduced the smallest singular value by a factor of 4.00.

For the 290–310 K window, $h=0.570$ and $\sigma\simeq0.01\times10.35=0.1035$ nA. The estimate is $0.1035\times0.839/0.325=0.267$ nA, against 0.254 nA from the full matrix. The closeness is partly a cancellation. For only 16 readings, equally spaced in $z$ and equally noisy, the exact error is 0.237 nA; noise that grows with the current raises it again. With the same noise and number of readings, the full calculation requires $300\pm16$ K to bring the diffusion error down to 0.1 nA.

## Should the weak direction be discarded?

Discarding a direction, as a linear-dependence threshold does, sets $v_3\cdot x=0$. In the 290–310 K window the true value is

$$v_3\cdot x=0.980(2.5)-0.0413(10)+0.194(3)=2.62 .$$

The average scaled leakage after truncation is $2.5-0.980\times2.62=-0.07$, or $-0.001$ nA. Its remaining scatter is at most $\sqrt{1-0.980^2}/1.364=0.146$, or 0.003 nA. The truncated fit would thus report no leakage, with a small error bar, when the true value is 0.05 nA. The data did not supply that precision; the rule $v_3\cdot x=0$ did, and the rule depends on the chosen $c_j$.

In a basis-set calculation, a discarded combination is nearly the zero function, and its coefficient has no separate meaning. Here the coefficients are the wanted result. The threshold should therefore flag a direction and not delete it.

## What a fitted zero means

The constraint can hide the same problem. Let $\hat a$ be the unconstrained fit and $C$ its covariance, so that $\chi^2=\chi^2_{\min}+(a-\hat a)^TC^{-1}(a-\hat a)$. Suppose only component $j$ is ever in danger of becoming negative. If $\hat a_j<0$, the constrained minimum has $a_j=0$. With a Lagrange multiplier $\mu$ and unit vector $e_j$, the condition is $C^{-1}(a-\hat a)=\mu e_j$, so $a=\hat a+\mu Ce_j$. Setting $a_j=0$ gives $\mu=-\hat a_j/C_{jj}$ and

$$a=\hat a-Ce_j\,\frac{\hat a_j}{C_{jj}} .$$

The other coefficients shift too. The estimate of component $j$ is $\max(0,\hat a_j)$, where $\hat a_j$ is Gaussian about the true $a_j$ with standard deviation $s_a=\sqrt{C_{jj}}$. With $\Phi$ and $\varphi$ the normal distribution function and density,

$$P(\text{zero})=\Phi(-a_j/s_a),\qquad \langle\text{estimate}\rangle=a_j\Phi(a_j/s_a)+s_a\varphi(a_j/s_a).$$

The second result follows by integrating $a_j+s_a\xi$ over $\xi>-a_j/s_a$ with weight $\varphi(\xi)$.

For leakage in the 320–380 K window, $a_j/s_a=0.05/0.560=0.089$. The probability of a zero is 0.464, and the mean estimate is $0.02678+0.22268=0.249$ nA, five times the true value. In 4000 simulated data sets the results were 0.461 and 0.247 nA. With no leakage at all, a zero would have probability 0.5, so in this window a zero is hardly any evidence of absence. Averaging many constrained fits does not remove the bias.

An interval is a better report. Fix $a_j$, minimise over the other non-negative coefficients, and keep the values for which $\chi^2$ rises by at most 4. When no constraint acts, $\chi^2$ rises by $(a_j-\hat a_j)^2/C_{jj}$, and the interval is $\pm2$ standard deviations. Near a boundary its coverage is not guaranteed.

For one data set in the 320–380 K window, the fitted leakage was zero but the interval was 0 to 0.64 nA. For one at 290–310 K, leakage lay between 0 and 0.42 nA and diffusion between 0.19 and 0.78 nA. The constraint supplies real information here: lowering diffusion along the weak direction also lowers leakage, which may not become negative.

## Errors in the curves themselves

The singular values describe noise within the model. If the true curves differ, the noise-free data leave a misfit $\chi^2_m$. An unconstrained fit then has mean $\chi^2=N-3+\chi^2_m$, because noise and misfit are uncorrelated. For $N=16$ and a correct model, $\chi^2$ averages 13 with a scatter of $\sqrt{26}\simeq5$. A misfit of a few units is easily missed.

The example represents a 100 µm² germanium-on-silicon p-i-n diode with a 1 µm layer at 1 V reverse bias. Its parameters are rough typical values, and its 10.35 nA at 300 K corresponds to about 10 mA/cm², a plausible size for such devices. Real devices may break the assumption of a single midgap level. With equal electron and hole lifetimes, a level 50 meV away, fitted over 230–380 K as if at midgap, changes leakage by −89% and diffusion by +74%, beyond both accuracy goals; the misfit of 1312 would expose it. The shifts in this section keep the $\sigma_i$ of the unaltered model; with $\sigma_i$ iterated from the fitted current this case gives about −80% and +85% with a misfit of 1359, while the other cases change little. Trap-assisted tunnelling, estimated for a tunnelling mass of 0.1 electron masses and a spatially uniform field of about 0.015 MV/cm that follows the built-in potential as the temperature changes, alters them by +23% and −13%, with a misfit of 58. A field held at 0.015 MV/cm gives +20%, −11% and 43. A lighter mass gives larger shifts: +33% and −17% for 0.044 electron masses. The model also assumes fixed lifetimes. If they fall as $T^{-1/2}$, as a constant capture cross-section implies through the thermal velocity, the fitted leakage changes by −25% and diffusion by +20%, with a misfit of 97. If they grow as $T^{1/2}$, the changes are +28% and −18.5%, with a misfit of 104.

Other errors hide better. A diffusivity varying as $1/T$ lowers the fitted diffusion by 20%, or 0.06 nA, with a misfit of 4.2. That is 13 times the statistical error, though still within the 0.1 nA goal. A thermometer reading 0.5 K low raises generation by 3.0%, nearly eight standard deviations, with a misfit of 1.0. Leakage with a 20 meV activation energy is underestimated by 20%, with a misfit of 0.7. The numerical output lists two further cases: a generating width that changes with temperature, and a gap 20 meV smaller than assumed.

## Using the setting

1. Choose the accuracies $c_j$ from the decision the fit must support, and no finer than the expected errors of the curves.
2. Before measuring, build $M$ from the planned temperatures and a rough guess of the currents, which enters through $\sigma_i$.
3. Compare the singular values with 1. If one falls below, read its direction and compute $\mathrm{sd}(a_j)$ for each component.
4. If $1/|A_j|$ already exceeds $c_j$, measure where that component is a larger share of the current, or reduce the noise. In this example leakage needs colder readings. If the VIF is the cause, widen the window.
5. If the measurement cannot be changed, keep all three components and report intervals for the unresolved ones.

## Values computed for the example and the checks

```
True leakage, generation, diffusion at 300 K (nA): 0.05, 10, 0.3
Required accuracies, same order (nA): 0.02, 1, 0.1
Noise: 1.0 % and 1.0 pA; 16 temperatures per window
Reverse bias 1.0 V, layer 1.0 um, area 100 um2
Rough n_i(300 K) 2.0e+13, contact doping 5.0e+17 cm^-3
Germanium gap at 300 K: 0.6613 eV
Implied lifetime sum: 21.8 ns
Implied diffusivity, 0.2 um contact: 46.8 cm2/s
[wide] 230-380 K, z from 0.007081 to 34.29; I from 0.1208 to 695.8 nA
[wide] scaled singular values: 37.54, 21.86, 13.61
[wide] weakest direction: 0.9032, -0.3341, 0.2695
[wide] standard deviations (nA): 0.00138, 0.03884, 0.004396
[wide] variance inflation factors: 1.234, 1.64, 1.403
[wide] NNLS fit (nA): 0.05095, 9.999, 0.2934 ; chi2 7.55
[wide] resolved: leakage, generation, diffusion
[hot] 320-380 K, z from 2.823 to 34.29; I from 30.67 to 695.8 nA
[hot] scaled singular values: 47.21, 15.32, 0.03569
[hot] weakest direction: 1.0000, -0.0053, 0.0020
[hot] standard deviations (nA): 0.5604, 0.157, 0.006962
[hot] variance inflation factors: 9.813, 22.03, 7.609
[hot] NNLS fit (nA): 0, 10.08, 0.2967 ; chi2 13.09
[hot] resolved: generation, diffusion
[narrow] 290-310 K, z from 0.5661 to 1.707; I from 5.807 to 17.99 nA
[narrow] scaled singular values: 38.8, 1.364, 0.07961
[narrow] weakest direction: 0.9800, -0.0413, 0.1944
[narrow] standard deviations (nA): 0.2462, 0.5247, 0.2545
[narrow] variance inflation factors: 115.3, 409.8, 117.1
[narrow] NNLS fit (nA): 0, 9.995, 0.3419 ; chi2 12.77
[narrow] resolved: generation
[wide] unweighted standard deviations (nA): 0.3018, 0.2617, 0.01179
[wide] largest shift from iterated weights: 0.004 sd
Smallest singular value ratio on halving window: 4.001
[narrow] half-width in z 0.570; law for diffusion sd: 0.267 nA
Half-width around 300 K that resolves diffusion: 16.0 K
[hot] leakage set to zero: law 0.464, 4000 runs 0.461
[hot] mean leakage estimate: law 0.249, runs 0.247 nA
[hot] chi2-rise-4 intervals (nA): 0 to 0.6364; 9.892 to 10.19; 0.2884 to 0.3062
[narrow] chi2-rise-4 intervals (nA): 0 to 0.4232; 9.091 to 10.16; 0.1932 to 0.7827
Neglected effects, wide window: shifts of leakage, generation,
diffusion (%), then chi2 of the noise-free misfit
  active width: -11.07, -0.66, 11.03; 22.71
  trap tunnelling: 23.08, 1.18, -12.67; 58.42
  trap 50 meV off midgap: -88.86, -5.14, 73.59; 1312.29
  diffusivity as 1/T: -2.06, 0.73, -19.67; 4.18
  gap 20 meV smaller: 22.94, 1.76, -27.74; 49.18
  thermometer 0.5 K low: 3.38, 3.04, 1.93; 0.98
  leakage activated 20 meV: -20.06, 0.26, -0.49; 0.68
Field 0.0152 MV/cm; rough breakdown 0.1 MV/cm
Tunnelling gain at 230, 300, 380 K: 0.503, 0.344, 0.246
Band-to-band tunnelling exponent: -267
Available depletion width at 380 K: 1.59 um
Degeneracy correction in contact: 3.6 %
At 380 K: self-heating 6.96 mK, series drop 0.070 mV
```
